Conductance of a Symmetric Spin Valve at Arbitrary Magnetization Angle

## Part 1. The contact law and the balance at the node

### What goes wrong without the result

Suppose the conductance of a spin valve is known for parallel and for antiparallel magnetizations, and the value at an angle θ between them is needed. Two series resistors for each spin direction give the two end points but say nothing about the angles between. A cosine drawn through the end points can fail badly. For one pair of model contacts treated in Part 2, the end points are 12.5 and 8.0 in units of e²/h. At θ = 120° the cosine gives 9.1, whereas the circuit theory derived here gives 11.0.

What is missing is the fate of spins that point across the magnetization of a contact. It is governed by a complex quantity, the mixing conductance. A second error is possible here: if its imaginary part is dropped, the same valve comes out at 10.6 instead of 11.0. The drop below the parallel value is then 1.9 instead of 1.5, an overestimate of nearly one third relative to the correct drop. These model contacts are chosen with a large imaginary part; for simple models of metallic interfaces this second error is much smaller (see the worked example).

The result for two identical contacts is

I/V = (G/2) [1 − P² tan²(θ/2) / (tan²(θ/2) + α)],  α = |η|²/Re η.

Here G is the conductance of one contact, P its polarization and η its relative mixing conductance, all defined below. If η is real, α = η. If η is complex, α must be used.

### The device and its description

A normal metal node N is connected through two contacts to ferromagnetic reservoirs F1 and F2. Their magnetizations point along the unit vectors m₁ and m₂, with m₁·m₂ = cos θ. The contacts are identical except for these directions. The voltages are V₁ = V/2 and V₂ = −V/2.

In the node, a spin can point in any direction. The occupation at energy E is therefore a Hermitian 2×2 matrix f̂(E) in spin space. Its diagonal elements are the occupations of the two spin states along the chosen axis, and its off-diagonal elements describe spin components perpendicular to that axis. In linear response it is enough to know the energy integral of the deviation from equilibrium. With q the carrier charge, q² = e², and f₀ the equilibrium occupation, define the potential matrix

V̂ = (1/q) ∫ dE [f̂(E) − f₀(E) 1] = V_N 1 + v·σ.  (1)

The number V_N is the ordinary potential of the node. The vector v is the spin accumulation, measured as a voltage: the two spin states along v have potentials V_N + |v| and V_N − |v|. A reservoir at voltage V_F has its occupation shifted in energy by qV_F, so its potential matrix is V_F 1. The sign of q drops out of what follows.

Four assumptions enter at this point.

- The node scrambles the electron directions, so that f̂ is the same for every mode arriving at a contact and different modes are uncorrelated. This holds for a chaotic cavity or a diffusive island with many modes, attached through constrictions or weakly transmitting contacts, when interference corrections are neglected. It does not hold for a thin planar spacer between well transmitting interfaces (see the end of Part 2).
- The resistance lies in the contacts. One matrix V̂ then describes the whole node.
- The ferromagnets are reservoirs without a spin accumulation of their own. A spin component perpendicular to m that enters a ferromagnet does not return.
- Scattering in a contact conserves spin along its m, and the scattering amplitudes are constant over the energy window that carries the current.

### Current from scattering amplitudes

Consider one contact with M modes per spin on the node side. Let a be the vector of wave amplitudes travelling from N towards the contact, b those travelling from the contact into N, and c those arriving from the ferromagnet. Then

b = r a + t′ c,  (2)

where r contains the reflection amplitudes back into N and t′ the transmission amplitudes from F into N. Spin conservation along m gives both matrices the form

r = u↑ ⊗ r↑ + u↓ ⊗ r↓,  t′ = u↑ ⊗ t′↑ + u↓ ⊗ t′↓,

u↑ = (1 + m·σ)/2,  u↓ = (1 − m·σ)/2.  (3)

The matrices u↑ and u↓ project on spins along and against m. They satisfy u↑² = u↑, u↓² = u↓ and u↑u↓ = 0.

The amplitudes a have the correlation matrix f̂ ⊗ 1, by the first assumption. The amplitudes c have the correlation matrix f_F 1, by the third, and they are uncorrelated with a. From (2), the outgoing amplitudes b have the correlation matrix r(f̂ ⊗ 1)r† + f_F t′t′†. The flow into N is the outgoing flow b minus the flow a that leaves N. Each mode carries a particle current of 1/h per unit energy. Multiplication by q, integration over energy and use of (1) give the matrix current into N:

Î = (e²/h) Tr_modes [V_F t′t′† + r(V̂ ⊗ 1)r† − V̂ ⊗ 1].  (4)

The equilibrium part f₀ has dropped out because unitarity requires rr† + t′t′† = 1. The trace runs over modes and leaves a 2×2 matrix in spin space. Its spin trace is the charge current, I_c = Tr Î. The spin current is I_s = Tr(σ Î), in charge-current units; multiplication by ħ/(2q) turns it into a flow of angular momentum.

Now insert (3). In the first term the cross products vanish because u↑u↓ = 0:

Tr_modes t′t′† = u↑ Tr(t′↑t′↑†) + u↓ Tr(t′↓t′↓†).

In the other two terms, write V̂ = (u↑ + u↓)V̂(u↑ + u↓). Each piece u_s V̂ u_s′ is multiplied by Tr(r_s r_s′†) from reflection and by −M from the outgoing flow. It is therefore natural to define

G_s = (e²/h) [M − Tr(r_s r_s†)] = (e²/h) Tr(t′_s t′_s†),  s = ↑, ↓,

G↑↓ = (e²/h) [M − Tr(r↑r↓†)].  (5)

The first line contains the usual conductances of the two spin channels. The second is the mixing conductance. Equation (4) becomes

Î = G↑ u↑(V_F − V̂)u↑ + G↓ u↓(V_F − V̂)u↓ − G↑↓ u↑V̂u↓ − G↑↓* u↓V̂u↑.  (6)

The complex conjugate appears in the last term because Tr(r↓r↑†) = [Tr(r↑r↓†)]*. There is no V_F in the mixing terms, because the reservoir has no spin component perpendicular to m.

For an implementation, r↑ and r↓ must be computed with the same mode functions and the same reference plane in N. A common change of the incoming and outgoing mode bases turns both r_s into W′r_sW with unitary W and W′. The product r↑r↓† then becomes W′r↑r↓†W′†, whose trace is unchanged. Separate phase choices for the two spins would change the trace and give a wrong G↑↓.

### Charge and spin currents

The traces are easiest with the z axis along m. Then u↑ = diag(1, 0), u↓ = diag(0, 1), and

V̂ has rows (V_N + v_z, v_x − i v_y) and (v_x + i v_y, V_N − v_z).

Equation (6) gives the matrix elements

I₁₁ = G↑(V_F − V_N − v_z),

I₂₂ = G↓(V_F − V_N + v_z),

I₁₂ = −G↑↓(v_x − i v_y),  I₂₁ = I₁₂*.

The sum and the difference of the diagonal elements are the charge current and the spin current along m:

I_c = (G↑ + G↓)(V_F − V_N) − (G↑ − G↓)v_z,

I_sz = (G↑ − G↓)(V_F − V_N) − (G↑ + G↓)v_z.

The perpendicular components follow from I_sx = I₁₂ + I₂₁ = 2 Re I₁₂ and I_sy = i(I₁₂ − I₂₁) = −2 Im I₁₂. The product needed is

G↑↓(v_x − i v_y) = (Re G↑↓ v_x + Im G↑↓ v_y) + i(Im G↑↓ v_x − Re G↑↓ v_y).

Hence

I_sx = −2 Re G↑↓ v_x − 2 Im G↑↓ v_y,

I_sy = −2 Re G↑↓ v_y + 2 Im G↑↓ v_x.

Since m × v = (−v_y, v_x, 0), the terms with Im G↑↓ are together +2 Im G↑↓ m × v. Now define

G = G↑ + G↓,  P = (G↑ − G↓)/G,  η = 2G↑↓/G.  (7)

In a form that holds for any direction of m, the contact law is

I_c = G [V_F − V_N − P m·v],  (8)

I_s = G { m [P(V_F − V_N) − m·v] − Re η [v − m(m·v)] + Im η m × v }.  (9)

The factor 2 in η belongs to this definition. A program that stores G↑↓/G must double it before using the formulas below.

The three parts of (9) have distinct meanings. The part along m is the familiar polarized current together with the leakage of spin through the two channels. The part with Re η removes the component of v perpendicular to m. The part with Im η turns the spin about m, like an exchange field acting at the contact. If G↑↓ is defined as the complex conjugate of (5), the sign in front of Im η in (9) must be reversed as well, and the physical turning stays the same. The conductance will depend only on |η|² and Re η, so its formula is the same in both conventions.

### A lower bound on the mixing conductance

Expanding a square gives

Tr[(r↑ − r↓)(r↑ − r↓)†] = Tr(r↑r↑†) + Tr(r↓r↓†) − 2 Re Tr(r↑r↓†).

Solve for the last term and insert it into (5):

2 Re G↑↓ = G↑ + G↓ + (e²/h) Tr[(r↑ − r↓)(r↑ − r↓)†].  (10)

The last trace is a sum of squared moduli and cannot be negative. Therefore Re η ≥ 1. Equality requires r↑ = r↓, which implies G↑ = G↓ and P = 0, so a polarized contact has Re η > 1. It can come close to 1. For weakly transmitting modes with equal reflection phases, √(1 − T) ≈ 1 − T/2, so the excess per mode in (10) is about (T↑ − T↓)²/4. This is small compared with T↑ + T↓.

An input with Re η < 1 is therefore inconsistent with (5). A missing factor 2 is one possible cause. Another is that the input consists of interface conductances from which Sharvin resistances have been subtracted, as described at the end of Part 2; these are not the quantities (5), and the bound does not apply to them. Mismatched phase references are not revealed by this check, because (10) holds for any phases of r↑ and r↓.

### Balance equations and uniqueness

In the steady state no charge accumulates in N. If spins neither relax nor precess there, no spin accumulates either. The currents from the two contacts then satisfy

I_c1 + I_c2 = 0,  I_s1 + I_s2 = 0.  (11)

These are four linear equations for V_N and the three components of v. For contacts that may differ, (8) and (9) give the system in a form ready for a linear solver:

Σ_i G_i [V_N + P_i m_i·v] = Σ_i G_i V_i,

Σ_i G_i { P_i m_i V_N + m_i(m_i·v) + Re η_i [v − m_i(m_i·v)] − Im η_i m_i × v } = Σ_i G_i P_i V_i m_i.  (12)

The solution is unique when |P_i| < 1. To see this, set the reservoir voltages to zero, multiply the first line by V_N, take the scalar product of the second with v, and add. The term v·(m_i × v) vanishes. With v⊥ the part of v perpendicular to m_i, each contact contributes G_i times

V_N² + 2P_i V_N m_i·v + (m_i·v)² + Re η_i |v⊥|²

= (V_N + P_i m_i·v)² + (1 − P_i²)(m_i·v)² + Re η_i |v⊥|².  (13)

Every term is non-negative, and all three vanish together only if V_N = 0 and v = 0. With no applied voltage the node thus has no potential and no accumulation. Two different solutions at the same voltages would differ by a nonzero solution of this voltage-free problem, which does not exist.

## Part 2. Solution for the symmetric valve and its use

### What is taken from Part 1

A normal node with potential V_N and spin accumulation v lies between two identical contacts. They have conductance G = G↑ + G↓, polarization P = (G↑ − G↓)/G with |P| < 1, and relative mixing conductance η = 2G↑↓/G with Re η ≥ 1. Their magnetizations m₁ and m₂ enclose the angle θ. The reservoirs are at V₁ = V/2 and V₂ = −V/2. The currents into the node through contact i are

I_ci = G [V_i − V_N − P m_i·v],  (14)

I_si = G { m_i [P(V_i − V_N) − m_i·v] − Re η [v − m_i(m_i·v)] + Im η m_i × v }.  (15)

In the steady state the two charge currents sum to zero, and so do the two spin currents. The solution of these equations is unique.

### Axes adapted to the symmetry

Write s = sin(θ/2) and c = cos(θ/2), and take 0 < θ < π. The vectors m₁ + m₂ and m₁ − m₂ are perpendicular, because m₁ and m₂ have equal length. Their squared lengths are 2 + 2 cos θ = 4c² and 2 − 2 cos θ = 4s². A right-handed set of unit vectors is therefore

e₋ = (m₁ − m₂)/(2s),  e₊ = (m₁ + m₂)/(2c),  e₃ = e₋ × e₊,  (16)

and the magnetizations are

m₁ = c e₊ + s e₋,  m₂ = c e₊ − s e₋.  (17)

The vector e₃ points along m₁ × m₂, since (17) gives m₁ × m₂ = 2sc e₋ × e₊.

Symmetry removes two of the four unknowns. Rotate all spin vectors by 180° about e₊. This exchanges m₁ and m₂. Because the contacts are otherwise identical, exchanging their labels then gives the original valve with the voltage reversed. In linear response, reversing the voltage changes the signs of V_N and v. The rotation leaves V_N unchanged, so V_N = −V_N and hence V_N = 0. It leaves the e₊ component of v unchanged as well, so that component also vanishes. What remains is

v = a e₋ + b e₃.  (18)

### Solving the balance

From (17) and (18), m₁·v = sa and m₂·v = −sa. The charge currents are

I_c1 = G(V/2 − Psa),  I_c2 = −G(V/2 − Psa).  (19)

Their sum is zero, as required.

The spin currents are added term by term, after division by G. The parts along the magnetizations give

m₁(PV/2 − sa) + m₂(−PV/2 + sa) = (m₁ − m₂)(PV/2 − sa) = 2s(PV/2 − sa) e₋.

The perpendicular parts, which are multiplied by −Re η, sum to

2v − m₁(sa) − m₂(−sa) = 2v − sa(m₁ − m₂)

= 2a e₋ + 2b e₃ − 2s²a e₋ = 2c²a e₋ + 2b e₃.

In the last step 1 − s² = c² was used. The turning terms, which are multiplied by Im η, sum to

(m₁ + m₂) × v = 2c e₊ × (a e₋ + b e₃) = 2c(b e₋ − a e₃),

because e₊ × e₋ = −e₃ and e₊ × e₃ = e₋. None of the three sums has an e₊ component. Setting the e₋ and e₃ components of the total to zero and dividing by 2 gives

s(PV/2 − sa) − Re η c²a + Im η cb = 0,  (20)

−Re η b − Im η ca = 0.  (21)

Equation (21) yields

b = −(Im η/Re η) ca.  (22)

Insert this into (20) and collect the terms with a:

sPV/2 = a [s² + Re η c² + (Im η)² c²/Re η].

The two terms with c² combine, since

Re η + (Im η)²/Re η = [(Re η)² + (Im η)²]/Re η = |η|²/Re η = α.  (23)

Therefore

a = (PV/2) s/(s² + αc²).  (24)

The denominator lists the ways in which the accumulation along e₋ is lost. The term s² is leakage of the component along each magnetization. The term Re η c² is absorption of the perpendicular component. The term (Im η)²c²/Re η arises in two steps: the contacts turn part of the accumulation out of the plane of m₁ and m₂, as (22) states, and turn the out-of-plane part b further, against the original a. The second turning has the sign of a loss for either sign of Im η. For this reason the imaginary part acts on the conductance even though the turning term is perpendicular to v and by itself does not change the length of v.

### The conductance

The current through the valve is I = I_c1. Insertion of (24) into (19) gives

I = G [V/2 − (P²V/2) s²/(s² + αc²)],

I/V = (G/2) [1 − P² s²/(s² + αc²)].  (25)

Division of the numerator and the denominator of the fraction by c² gives

I/V = (G/2) [1 − P² tan²(θ/2)/(tan²(θ/2) + α)],  α = |η|²/Re η.  (26)

In code, (25) is preferable because it avoids the tangent, which diverges at θ = π. With s² = (1 − cos θ)/2 and c² = (1 + cos θ)/2, it can also be evaluated directly from m₁·m₂:

I/V = (G/2) { 1 − P²(1 − cos θ)/[(1 − cos θ) + α(1 + cos θ)] }.  (27)

No angle has to be extracted from the two vectors. The axes (16) are undefined at θ = 0 and θ = π, but the solution there is the continuous limit of (25), because the balance equations depend continuously on m₁ and m₂ and remain uniquely solvable.

### Limits and shape

At θ = 0 the conductance is G/2, that of two equal contacts in series. The accumulation vanishes because one contact removes as much spin as the other supplies. At θ = π it is G(1 − P²)/2, whatever the value of α: the accumulation is then parallel to both magnetization axes, and no perpendicular component exists for the mixing conductance to act on.

Between these limits, write y = s². The fraction in (25) is y/[α + (1 − α)y], and its derivative with respect to y is α/[α + (1 − α)y]², which is positive. For P ≠ 0 the conductance therefore falls steadily as θ grows from 0 to π. At a fixed angle between the end points, a larger α makes the fraction smaller and the conductance larger, because the accumulation that opposes the current is drained faster.

For α → 1, (25) becomes (G/2)(1 − P²s²), a cosine in θ. For α > 1 the drop is shifted towards π. Half of it is reached when tan²(θ/2) = α, or θ = 2 arctan √α.

This shape allows α to be found from conductances at three angles. Let g_P, g_AP and g(θ) be the parallel, antiparallel and intermediate values, and let

D = [g_P − g(θ)]/(g_P − g_AP) = tan²(θ/2)/[tan²(θ/2) + α].

Then

α = tan²(θ/2) (1 − D)/D.  (28)

The angular dependence determines α alone, not the real and imaginary parts of η separately. From (23) and Re η ≥ 1 it follows that 1 ≤ Re η ≤ α. Reading a fitted α as Re η is justified if Im η is known to be negligible. Both statements require equal contacts, an isotropic node and negligible spin relaxation in the node.

### Worked example

Take contacts with M = 50 identical modes, transmission probabilities T↑ = 0.4 and T↓ = 0.1, and reflection amplitudes

r↑ = √0.6 exp(iφ),  r↓ = √0.9.

The relative reflection phase φ does not affect G or P. In units of e²/h,

G↑ = 50 × 0.4 = 20,  G↓ = 50 × 0.1 = 5,  G = 25,  P = 15/25 = 0.6.

The mixing conductance does depend on φ. Since √0.6 × √0.9 = 0.7348,

G↑↓ = 50 [1 − 0.7348 exp(iφ)].

For φ = 0 this is 13.26, so η = 2 × 13.26/25 = 1.061 and α = 1.061. For φ = 90° it is 50 − 36.74i, so η = 4.000 − 2.939i and

α = (4.000² + 2.939²)/4.000 = 6.16.

All modes share the same φ in this example. If the phases differ between modes, their contributions to Im G↑↓ partly cancel. For phases spread evenly over the full circle the exponentials sum to zero, and η = α = 4. The case φ = 90° thus illustrates the role of Im η; it is not an estimate for a particular metallic contact. Here α/Re η = 1.54. For free-electron potential steps with spin-up and spin-down Fermi wave vectors of (1.5, 0.5), (1.2, 0.7) and (0.9, 0.5) times that of N, the ratio is only 1.05, 1.01 and 1.06.

At θ = 120°, s = 0.8660 and c = 0.5, so s² = 0.75 and c² = 0.25. For φ = 90°, (24) and (22) give

a/V = 0.3 × 0.8660/(0.75 + 6.16 × 0.25) = 0.1135,

b/V = (2.939/4.000) × 0.5 × 0.1135 = 0.0417.

The current follows from (19):

I/V = 25 × (0.5 − 0.6 × 0.8660 × 0.1135) = 11.03 e²/h = 0.427 mS.

For φ = 0 the accumulation is larger, a/V = 0.256 with b = 0, and the conductance is 9.18 e²/h = 0.355 mS. The conductances in e²/h at five angles are:

| θ | φ = 0 | φ = 90° |
|---|---|---|
| 0° | 12.50 | 12.50 |
| 60° | 11.42 | 12.27 |
| 90° | 10.32 | 11.87 |
| 120° | 9.18 | 11.03 |
| 180° | 8.00 | 8.00 |

The two valves agree at the end points and differ between them. Half of the drop is reached at about 92° for φ = 0 and at about 136° for φ = 90°. If Re η = 4 is used in place of α = 6.16 in the second valve, the value at 120° becomes 10.57 e²/h, about 4 per cent below the correct conductance.

### Comparison with a phase-coherent cavity

The assumption of an isotropic node without interference can be examined in a model that keeps all phases. Replace the node by a cavity with a spin-independent unitary scattering matrix U of dimension 2M = 100, drawn uniformly from all unitary matrices. This choice describes a cavity in which a weak magnetic field breaks the time-reversal symmetry of the orbital motion. Without such a field U is symmetric, and a further interference correction, weak localization, appears that is not included in this comparison. The matrix U turns the amplitudes b entering the cavity from both contacts into the amplitudes a = Ub that arrive at the contacts. Let R collect the reflection matrices of both contacts, and let T′ inject the amplitudes c from F1. Then b = Ra + T′c, and

a = (1 − UR)⁻¹ U T′ c.  (29)

Transmission of a through the second contact gives the amplitudes in F2. The sum of their squared moduli over all incoming and outgoing channels, times e²/h, is the conductance.

The link to circuit theory is the average of one passage. For any correlation matrix X of the amplitudes b, the average of UXU† is (1/2M) Tr_modes X ⊗ 1, which is isotropic over modes. If successive passages are treated as independent, the steady state requires 2M f̂ to equal the total outgoing correlation matrix traced over modes. This is the balance of matrix currents used above. Equation (29) also contains the correlations between passages that this argument omits.

Equation (29) was solved numerically for 150 random matrices. The averages in e²/h, with their standard errors, are:

| θ | φ = 0 | φ = 90° |
|---|---|---|
| 60° | 11.47 ± 0.04 | 12.26 ± 0.03 |
| 120° | 9.21 ± 0.03 | 10.99 ± 0.03 |
| 180° | 8.04 ± 0.03 | 7.96 ± 0.03 |

All six lie within two standard errors of (26). The same 150 matrices served for every entry, so the deviations are not independent, and the data do not separate sampling noise from a small interference correction. They do separate α from Re η: at 120° and φ = 90°, the value 10.57 obtained with Re η lies about 16 standard errors below the average.

### When the formula must be replaced

**Spin relaxation in the node.** Let isotropic relaxation remove a spin current 2Gκv from N. If ν is the number of states per unit energy and per spin in the node, the stored spin is 2e²νv in charge units. A relaxation time τ then gives κ = e²ν/(Gτ). After the division by 2 made above, (20) acquires the term −κa and (21) the term −κb. The same elimination gives

a = (PV/2) s / [s² + κ + Re η c² + (Im η)² c²/(Re η + κ)],  (30)

while the current is still G(V/2 − Psa). At θ = π the conductance becomes (G/2)[1 − P²/(1 + κ)]. Formula (26) thus requires κ ≪ 1, which means that an electron must leave the node before its spin relaxes. For κ → ∞ the dependence on angle disappears.

At finite κ the curve keeps the shape of (26), so its form does not reveal the relaxation. With β = Re η + (Im η)²/(Re η + κ), the denominator in (30) is (1 + κ)s² + (β + κ)c². A fit by (28) therefore returns (β + κ)/(1 + κ) instead of α, and this can be smaller than Re η. For the valve with φ = 90° and κ = 1 it is 3.36, although Re η = 4.

**Unequal contacts.** The symmetry argument that gave V_N = 0 no longer applies. The four linear equations (12) of Part 1 can then be solved numerically, and (8) gives the current. With equal contacts, such a solver should reproduce (25). This does not test the terms that couple V_N to the spin balance, because V_N = 0 in that case. A second test covers them: for unequal contacts with parallel or antiparallel magnetizations, the solver should give the conductance of two series resistors for each spin direction.

**A planar multilayer.** If the contacts are well transmitting interfaces as wide as the node, a thin spacer passes electrons from one interface directly to the other, and a spacer thick enough to scramble their directions carries resistance of its own. For a ballistic spacer without interference, each mode and spin transmits 1/(1/T₁ + 1/T₂ − 1). The contacts of the worked example then give 50(1/4 + 1/19) = 15.1 and 100/11.5 = 8.7 e²/h at the end points instead of 12.5 and 8.0. For diffusive layers the usual remedy is to subtract the Sharvin resistances, 1/G_s → 1/G_s − (1/G_N + 1/G_F,s)/2 and 1/G↑↓ → 1/G↑↓ − 1/(2G_N), where G_N and G_F,s are the numbers of modes per spin times e²/h, and to add the bulk resistances separately. The corrected interface values need not obey Re η ≥ 1: for the free-electron step with wave vectors (1.2, 0.7), Re η falls from 1.44 to 0.65.

**A resistive or small node.** If the potential or the accumulation varies across N, one matrix V̂ is not enough, and the node must be divided or described by a diffusion equation. Interference also makes the conductance differ from sample to sample. In the cavity model above, the standard errors multiplied by √150 give a spread of 0.3 to 0.5 e²/h between single cavities, or 3 to 5 per cent of the conductance. If the contacts have only a few open modes, the relative spread is much larger, and (26) cannot be expected to give the value for a single device.
